Conformal Filling and Trapped Voids from One Distance Map

**1. What the answer can depend on**

In ideal atomic layer deposition each cycle adds the same film thickness g to every surface that the gas can reach. The model contains no rate, pressure or diffusion length. Its lengths are those of the cross-section and g. If g is small compared with every feature, the film thickness t = ng after n cycles is the one remaining variable. Enlarging the cross-section and t by a common factor λ must then enlarge the remaining gas region by λ, so that void areas scale as λ².

Growth also has no preferred direction. A surface point therefore coats a disc of radius g around itself, and a film of thickness t covers points whose distance from the solid is at most t. This suggests an answer built from the Euclidean distance

d(x) = distance from gas point x to the original solid,

together with a rule for deciding which parts of the gas are still joined to the outside. That rule is where history enters, since a sealed cavity stops growing while the rest continues.

The assumptions are saturated doses, uniform growth per cycle, point-like molecules, and a trench long enough out of the plane that gas arriving from its ends can be ignored. A cycle that closes a neck is taken to complete its growth on every surface that was open when the cycle began.

**2. Why one distance map suffices**

Let V_n be the gas region joined to the outside after n cycles. The growth rule has two parts: coat every point of V_n within g of its boundary, then keep the part of the remainder that is joined to the outside. The claim is

V_n = component of {x : d(x) > ng} that contains the outside.   (1)

It holds at n = 0, if cavities closed from the start are set aside as voids. Suppose that it holds at some n, and write t = ng. The next cycle needs the distance from x in V_n to the present film, which is

dist(x, complement of V_n) = d(x) − t.   (2)

To prove (2), first consider a boundary point y of V_n. Continuity of d gives d(y) ≥ t. If d(y) were greater than t, a small disc around y would also have d > t and would be joined to V_n, so y would be an interior point. Hence d(y) = t.

Now take any point q outside V_n. The segment from x to q crosses the boundary at some y. The triangle inequality gives d(x) ≤ |x − y| + d(y), and therefore

|x − q| ≥ |x − y| ≥ d(x) − d(y) = d(x) − t.

This is the lower bound. For the upper bound, let p be the nearest point of the original solid, so that |x − p| = d(x). The point y on this segment at distance d(x) − t from x lies at distance t from p. Thus d(y) ≤ t, y is outside V_n, and the distance in (2) cannot exceed d(x) − t. The two bounds agree.

The proof did not ask whether voids had already been sealed. They belong to the complement of V_n, but a segment from the live gas to a void must first cross the film.

By (2), the points left uncoated in the next cycle satisfy d(x) − ng > g, or d(x) > (n+1)g. The outside component of {d > (n+1)g} is connected, contains the outside and lies within {d > ng}. It therefore lies within V_n, and keeping it completes the induction.

Equation (2) was tested on the trench of Section 6 with pixels of 0.25 nm and a film of 16 nm, after one void had been sealed. A fresh distance map of the live gas differed from the shifted original map by 0.000 to 0.248 nm, which is less than one pixel.

**3. When a point is sealed**

A path from the outside to x stays open until the film thickness reaches the smallest d along it. The best path defines the bottleneck

m(x) = max over paths of [min of d along the path],   (3)

where the maximum is understood as a least upper bound if no single path attains it. A path lying in V_n has min d > ng, so m(x) > ng. Conversely, m(x) > ng guarantees a path with min d > ng. Hence x is in V_n if and only if m(x) > ng. The first cycle at which this fails is

n_s(x) = ⌈m(x)/g⌉,   (4)

with ⌈ ⌉ denoting rounding up. Just before that cycle x was still in the live gas. It is coated during the cycle if d(x) ≤ n_s g, and is left in a void if

d(x) > n_s(x) g.   (5)

As g tends to zero this becomes d(x) > m(x): a void is a place wider than the widest route leading to it. For finite g the film in the void exceeds m by less than g.

Two simple cases show the meaning. If d never decreases along some path from x to the outside, then m(x) = d(x) and no void forms at x; a trench that widens towards its mouth fills from the bottom. Between parallel walls d is constant along the mid-line, again m = d there, and the film closes in a seam without a void. This case is marginal: if the part below a narrowing holds a larger circle than the narrowing lets through, then m < d at the centre of that circle. Width alone does not decide this, since a low undercut at the floor can be wider than the neck and still hold no such circle.

**4. The algorithm**

1. Mark each pixel as gas or solid and compute the distance map once. Choose a gas pixel far above the surface as the outside. Its distance must exceed the final film thickness.
2. For n = 0, 1, 2, …, retain the live pixels with estimated distance above ng.
3. Label connected groups, counting pixels as neighbours when they share an edge, and keep the group containing the outside.
4. Record every other retained pixel as void, sealed at cycle n, and remove it from further growth.

Joining pixels by edges forbids the gas to slip diagonally between two solid pixels. With P pixels and N cycles, labelling costs of order NP operations.

Equation (3) offers a second route that needs no cycles. Start at the outside and repeatedly expand the reached pixel i with the largest bottleneck m_i, giving each new neighbour j the value min(m_i, d_j). Values created in this way never exceed m_i, so pixels are expanded in non-increasing order of bottleneck. A later route to j therefore cannot improve it. The cost is of order P log P. For the trench of Section 6, with 0.5 nm pixels and 220 cycles, this search and the cycle loop gave the same void pixels and the same sealing cycles.

It matters that the distance map is not recomputed from the pixelated film. Suppose that pixels have side h = 0.5 nm and each cycle adds 0.7 nm. Beside a flat wall, the next rows of centres lie 0.5 and 1.0 nm away, so one row is coated and 0.2 nm of growth is lost. A neck of half-width 15 nm then closes after 15/0.5 = 30 cycles, whereas the single map closes it at cycle 22. Both numbers were found in the computation. With g = 0.11 nm the recomputed map coats 0 pixels per cycle, and growth stalls.

**5. Error analysis**

*Distance.* Let D be the distance from a gas pixel centre x to the nearest solid pixel centre. That centre lies in the solid, so D ≥ d. For an upper bound, assume that the solid is a union of discs of radius r = h/√2. The nearest solid point p lies in one such disc, whose centre c satisfies |c − p| ≤ r. Any point of the plane is within r of some pixel centre, so a pixel centre q exists with |q − c| ≤ r. It lies in the disc and is solid. Therefore

D ≤ |x − p| + |p − c| + |c − q| ≤ d + 2r,

0 ≤ D − d ≤ √2 h.   (6)

For a wall along a pixel edge, the first solid centre lies h/2 behind the wall, so D = d + h/2. This motivates the estimate d_h = D − h/2, which by (6) is never low by more than h/2. Sharp convex corners are not unions of discs and need a separate check. In the trench below, which has such corners at its mouth, D − d ranged from 0.001 to 0.245 nm at h = 0.25 nm. The reference distances were measured to wall points 0.02 nm apart.

*Sealing thickness.* Follow a continuous path whose smallest d is m. Each pixel it visits has its centre within h/√2 of the path, so d there is at least m − h/√2, and d_h is at least m − h/√2 − h/2. In the other direction, every point of a path joining neighbouring centres lies within h/2 of a centre. If the smallest d at the centres is μ, then m ≥ μ − h/2, while (6) gives a grid bottleneck m_h ≤ μ + √2 h − h/2. Together,

−(1/√2 + 1/2) h ≤ m_h − m ≤ √2 h.   (7)

*False voids.* Rounding can isolate a few pixels at a closing seam. Suppose that the true geometry has no trap at x, so that m = d. Then d_h ≤ d + √2 h − h/2, and (7) gives m_h ≥ d − h/√2 − h/2. Subtraction yields

d_h − m_h ≤ √2 h + h/√2 = 3h/√2.   (8)

The argument for (2) applies equally to a sealed component, so the radius of the largest circle that fits in a void is max d − n_s g. A void is counted as resolved if its estimated radius exceeds 3h/√2. Smaller ones are reported as unresolved area, since they may be real or false.

*Area.* A thickness error δt changes the area of a void of perimeter p by

δA ≈ −p δt   (9)

to first order, because its boundary moves along its normal by δt.

*A case with a closed formula.* Let a circular cavity of radius R be joined to the outside by a slot of half-width w < R. On the slot axis d = w, and off the axis it is smaller. The cavity therefore seals at t = w, and the void is the set of cavity points with d > w.

Let O be the centre of the circle and C₊, C₋ the corners where the slot begins. They lie at (±w, √(R² − w²)). The angle between the slot axis and OC₊ is α, with sin α = w/R. The area has two parts.

Outside the wedge C₋OC₊ the nearest solid is the circular wall, so d = R − r at radius r. The void there is a sector of radius R − w and angle 2π − 2α, of area (π − α)(R − w)².

Inside the triangle C₋OC₊ the nearest solid points are the corners. The triangle has base 2w and height √(R² − w²), hence area w√(R² − w²). Points within w of a corner must be removed. The triangle's angle at each corner is π/2 − α, so the two removed sectors have total area 2 × ½w²(π/2 − α). They touch on the axis without overlapping. Above the triangle the slot walls give d ≤ w, and nothing is added. Thus

A = (π − α)(R − w)² + w√(R² − w²) − w²(π/2 − α).   (10)

For w ≪ R, α ≈ w/R, and the terms −αR² and wR cancel at first order:

A = πR² − 2πRw + (2 + π/2)w² + O(w³/R).

The first two terms are the empty cavity less a thin film on its full circumference. At w = R, α = π/2 and A = 0, as it must be.

For R = 20 nm and w = 8 nm, (10) gives 465.58 nm². A plain disc of radius R − w has 452.39 nm²; the difference of 13.19 nm² is the cusp pointing into the slot. The grid calculation with h = 0.05 nm gave 464.29 nm², 0.3% below (10). Its error is a tenth of the cusp area, so the cusp is resolved.

**6. A trench with two necks**

Consider a trench 300 nm deep, lined with alumina from trimethylaluminium and water at 0.11 nm per cycle. Its half-width is 22, 18, 30, 15, 26 and 10 nm at depths 0, 30, 100, 170, 230 and 300 nm, with a monotone piecewise cubic curve between these points. The open area is 13 024 nm².

The lower neck is the narrower. On the axis at each neck d equals the half-width, so (4) gives

lower: 15/0.11 = 136.4, so n_s = 137 and t = 15.07 nm;

upper: 18/0.11 = 163.6, so n_s = 164 and t = 18.04 nm.

The lower void freezes first. The upper cavity then receives 27 more cycles, or 2.97 nm of film, before it too is sealed. With distances measured to the true wall, the void areas are 1413 and 1436 nm².

The grid calculation with h = 0.25 nm seals the necks at cycles 136 and 163, one cycle early. The reason is the position of the pixels. The centres nearest the axis lie h/2 to either side of it, and the wall is locally vertical at a neck, so the largest estimated distance there is 15 − 0.125 = 14.875 nm. Division by 0.11 nm gives 135.2, rounded up to 136. The same arithmetic at the upper neck gives 17.875/0.11 = 162.5, hence 163. It also reproduces the coarser runs:

h = 1.0 nm: cycles 132 and 160; areas 1466 and 1454 nm²

h = 0.5 nm: cycles 135 and 162; areas 1420 and 1434 nm²

h = 0.25 nm: cycles 136 and 163; areas 1418 and 1439 nm²

Relative to the true-distance areas, the errors at 1 nm are 3.8% and 1.3%; at 0.25 nm they are 0.4% and 0.2%. Convergence is not monotone, because two errors partly cancel. For the lower void at h = 0.25 nm, sealing one cycle early adds about 220 nm × 0.11 nm = 24 nm² by (9), where 220 nm is the loss of area per nanometre of film, averaged over the next 0.5 nm; the full perimeter, cusps included, is about 4% longer. The net error is 5 nm², so the low distance estimate must remove about 19 nm². This corresponds to a mean offset of 0.09 nm, within the limit h/2 = 0.125 nm. The small errors at 0.25 nm owe much to this cancellation. At h = 0.125 nm the necks seal at cycles 136 and 164, and the areas are 1427 and 1424 nm², in error by +1.0% and −0.8%. Until the sealing cycle is exact, the areas are good only to about one cycle of film, some 24 nm² or 1.7%.

The grid voids extend from 175 to 285 nm and from 36 to 147 nm in depth. Their upper tips are thin cusps that the pixels cut short; with distances to the true wall the tips lie at 173 and 33 nm. Their inscribed radii are 10.9 and 11.9 nm, far above the resolution limit of 0.53 nm, and no unresolved specks remain. Together they occupy 2857 nm², or 21.9% of the trench.

**7. Where the model gives way**

*Molecular size.* A molecule of diameter 0.6 nm cannot pass a narrower gap. If growth in each cavity therefore stops 0.3 nm short of the neck's half-width, at films of 14.7 and 17.7 nm, the areas become 1499 and 1518 nm². They exceed the areas of Section 6 by about 6%. Of this, about one percentage point or less arises because whole cycles carried the film there slightly past the half-width.

*Supply through a closing neck.* Let molecules strike the mouth at J per unit area and time, let v be their mean speed, and let w now denote the full gap. At 1 Torr and 473 K the mean free path is about 81 μm for molecules 0.37 nm across, far above the 44 nm mouth, so molecules collide mainly with the walls. A slot of gap w has hydraulic diameter 2w and approximate Knudsen diffusivity (2/3)wv. A current I per unit trench length then lowers the gas density over a depth dz by

I dz/[w(2/3)wv] = 3I dz/(2vw²).

A density drop Δn corresponds to an impingement flux vΔn/4, so this step uses up (3/8)I dz/w² of J. Entry through the mouth gap w₀ uses up I/w₀. Adding the two, with all molecules absorbed at the far end, gives

J = I [1/w₀ + (3/8)∫dz/w²].   (11)

For a uniform slot of length L the transmitted fraction I/(Jw) is 1/(1 + 3L/(8w)). Solving the integral equation for diffuse wall-to-wall flight gave 1.02, 1.14, 1.31 and 1.58 times this value at L/w = 5, 10, 20 and 50. In these uniform slots the diffusive estimate is thus pessimistic.

If σ molecules are needed per unit area, a cavity of perimeter p needs a pulse of length

τ = σp/I = (σp/J)[1/w₀ + (3/8)∫dz/w²].   (12)

The integral runs from the mouth to the widest part of the cavity; uptake by walls on the way is neglected. For 0.1 Torr of precursor and a film density of 3.0 g/cm³, σ = 3.90 nm⁻², and a 0.1 s pulse supplies Jτ = 1.9 × 10⁴ nm⁻². When the neck gap has shrunk to 0.6 nm, (12) asks for 0.051 s in the lower cavity and 0.059 s in the upper. Equation (12) assumes that every molecule reaching the cavity reacts. If it reacts with probability β per collision with an uncoated site, balancing the flow through the neck against the uptake gives a time θτ + (σ/(Jβ)) ln[1/(1 − θ)] to cover a fraction θ of the wall. For θ = 0.99 the second term is 0.009 s at β = 0.01, but 0.09 s at β = 0.001. By this diffusive estimate the chosen 0.1 s pulse suffices in the first case and falls short in the second. At such a gap the picture of point molecules is itself failing, so these times are rough.

*Open trench ends.* A sealed void is a tunnel, and gas may enter where the trench ends. Let its area be A, its hydraulic diameter b = 4A/p, and the coated length ℓ = ab. The analogue of (11) gives a flux J/(1 + 3a/4) at the advancing front. Equating supply and uptake,

JA dτ/(1 + 3a/4) = σp b da.

Since pb/A = 4, integration gives

Jτ/σ = ∫₀ᵃ 4(1 + 3a′/4) da′ = 4a + 3a²/2.   (13)

Here Jτ/σ ≈ 4900, so a ≈ 56. With b = 4 × 1413/220 = 25.7 nm, one pulse coats about 1.4 μm from an open end. This treats the front as sharp, with every arriving molecule reacting. With a reaction probability β per collision the coverage ahead of the front decays over a length of order b/√(3β), about 0.5 μm for β = 0.001. The fall from nearly full to nearly zero coverage takes several such lengths, so 1.4 μm is then only a rough mean reach. In this model the mean reach is about 1.3 μm; coverage exceeds 99% only at the very end of the trench, exceeds 90% over about 0.5 μm, and exceeds 10% out to about 2 μm. Over the length that is fully or partly coated the two-dimensional result fails, and the cavity goes on filling after its neck has closed, though the length coated by each pulse shrinks with b as the cavity fills.

*Comparison with a real process.* Growth near 0.1 nm per cycle and a temperature near 473 K are typical, as rough values, of this alumina process. The pressure, pulse and density are also rough but ordinary; the double-bowed profile is a chosen shape. Real films can be thinner deep in a trench than near its mouth, contrary to the assumption of uniform growth. If the film inside the cavities is 5% thinner while the necks still close at the same cycles, the void areas rise to 1591 and 1656 nm², by 13% and 15%. Each count includes about 5 nm² lying between the closed neck and the depth at which the uniform-film void has its tip. This is the largest of the area changes sized here, and it far exceeds the grid error at h = 0.25 nm. The 5% is an assumed figure. If the real film is non-uniform to that degree, refining the pixels further would gain less for this trench than measuring the thickness profile. The remaining values are in the numerical output.

Calculated quantities

```
Growth per cycle 0.11 nm; pixel 0.25 nm; depth 300 nm
Wall knots, depth (nm): [0.0, 30.0, 100.0, 170.0, 230.0, 300.0]
Wall knots, half-width (nm): [22.0, 18.0, 30.0, 15.0, 26.0, 10.0]
Trench area 13024 nm^2
Lower void: grid sealing cycle 136, film 14.96 nm
  sealing cycle from exact neck: 137, film 15.07 nm
  area: grid 1418, true distance 1413 nm^2
  depth range 175.4 to 284.6 nm; inscribed radius 10.91 nm
  perimeter from area slope 220 nm
  area if sealed at molecular gap: 1499 nm^2
  area if film 5% thinner inside: 1591 nm^2
  pulse needed at molecular gap: 0.0511 s
  coated length per pulse from open end: 1.43 um
Upper void: grid sealing cycle 163, film 17.93 nm
  sealing cycle from exact neck: 164, film 18.04 nm
  area: grid 1439, true distance 1436 nm^2
  depth range 35.6 to 146.9 nm; inscribed radius 11.95 nm
  perimeter from area slope 224 nm
  area if sealed at molecular gap: 1518 nm^2
  area if film 5% thinner inside: 1656 nm^2
  pulse needed at molecular gap: 0.0587 s
  coated length per pulse from open end: 1.43 um
Total void area 2857 nm^2 = 21.9 % of trench
Unresolved specks 0.00 nm^2; radius limit 0.53 nm
Pixel 1.0 nm: cycles 132, 160; areas 1466, 1454 nm^2
Pixel 0.5 nm: cycles 135, 162; areas 1420, 1434 nm^2
Pixel 0.25 nm: cycles 136, 163; areas 1418, 1439 nm^2
Centre distance minus true distance: 0.001 to 0.245 nm
Film-distance identity error after pinch-off: 0.000 to 0.248 nm
Step 0.7 nm, pixel 0.5 nm: lower neck seals at cycle 22 (one map), 30 (recomputed)
Step 0.11 nm, pixel 0.5 nm: recomputed map coats 0 pixels per cycle
Circular cavity R=20, w=8 nm: void grid 464.29, formula 465.58 nm^2
  plain disc of radius R-w: 452.39 nm^2
Slot transmission / diffusive estimate, by length/width: 5: 1.02, 10: 1.14, 20: 1.31, 50: 1.58
Process: 473 K, 0.1 Torr precursor, pulse 0.1 s
Molecule: diameter 0.6 nm, mass 72.1 u; film density 3.0 g/cm^3
Al atoms added per cycle 3.90 nm^-2; supplied dose 1.9e+04 nm^-2
Mean free path at 1 Torr (0.37 nm molecules) 81 um
```
